# The third-order R^-11 term between two S-state atoms, evaluated for hydrogen, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The dispersion series between two ground-state atoms runs \(R^{-6}\), \(R^{-8}\), \(R^{-10}\). I don't see what forbids \(R^{-7}\) or \(R^{-9}\), nor why an odd power should appear later. Where does the first one come?

**A.** At \(R^{-11}\), from third order, within a definite model. Use atomic units and take two neutral atoms A and B with clamped nuclei a distance \(R\) apart, the nonrelativistic unretarded Coulomb Hamiltonian, and electrons assigned to their atoms, so that exchange is dropped. The unperturbed state \(|0\rangle\) is a product of two S states, nondegenerate apart from spin, which this Hamiltonian does not touch. I write the energy as \(E=\sum_n e_nR^{-n}\), with \(e_n=-C_n\) and \(e_{11}=W_{11}\).

**Q.** Then start with the interaction. I want the coefficients derived.

**A.** Put A at the origin and B at \(R\hat z\), with parallel axes. A charge at \(\mathbf r_A\) from nucleus A and one at \(\mathbf r_B\) from nucleus B are separated by \(R\hat z+\mathbf d\), \(\mathbf d=\mathbf r_B-\mathbf r_A\). The Legendre generating function gives, for \(d<R\),

\[ \frac{1}{|R\hat z+\mathbf d|}=\sum_n \frac{(-1)^n d^nP_n(\cos\theta_d)}{R^{n+1}} . \]

To split \(d^nP_n\) between the atoms, use the linear form \(w(\mathbf r,u)=z+ix\cos u+iy\sin u\). Its gradient is a null vector, so \(w^n\) is harmonic. The average of \(w^n\) over \(u\) is harmonic, homogeneous of degree \(n\), axially symmetric and equal to \(z^n\) on the axis, hence equal to \(r^nP_n\). Linearity gives \(w(\mathbf d)=w_B-w_A\), so with \(a+b=n\)

\[ d^nP_n=\sum_{a}\binom{n}{a}(-1)^a\,\overline{w_A^a\,w_B^b}, \]

the bar meaning the \(u\) average. Each Fourier component of \(w^l\) in \(u\) is a harmonic polynomial of degree \(l\) with a definite azimuthal index, so it is a multiple of \(r^lC_{lm}\), \(C_{lm}=\sqrt{4\pi/(2l+1)}\,Y_{lm}\). Ranks 1 and 2 fix the \(R^{-11}\) coefficient. With \(c=\cos\theta\), \(s=\sin\theta\),

\[ C_{10}=c,\quad C_{1\pm1}=\mp\tfrac{s}{\sqrt2}e^{\pm i\phi},\quad C_{20}=\tfrac{3c^2-1}{2},\quad C_{2\pm1}=\mp\sqrt{\tfrac32}\,sc\,e^{\pm i\phi},\quad C_{2\pm2}=\sqrt{\tfrac38}\,s^2e^{\pm2i\phi}. \]

Since \(w=r[c+is\cos(u-\phi)]\), the \(e^{-iu}\) coefficient of \(w\) is \(\tfrac i2rs\,e^{i\phi}\). In \(w^2=r^2[c^2+2isc\cos(u-\phi)-s^2\cos^2(u-\phi)]\) the coefficients of \(1,e^{-iu},e^{-2iu}\) are \(r^2(c^2-s^2/2)\), \(ir^2sc\,e^{i\phi}\), \(-\tfrac14r^2s^2e^{2i\phi}\). Comparison with the list gives, for \(l=1,2\),

\[ w^l=\sum_m(-i)^m\frac{l!}{\sqrt{(l+m)!(l-m)!}}\,r^lC_{lm}\,e^{-imu}. \]

The \(u\) average pairs \(m\) on A with \(-m\) on B, the phases \((-i)^m(-i)^{-m}\) cancel, \(\binom na a!\,b!=n!\), and \((-1)^n(-1)^a=(-1)^b\). Summing over charges with \(Q_{lm}=\sum_iq_ir_i^lC_{lm}(\hat r_i)\),

\[ V=\sum_{a,b}\frac{V_{ab}}{R^{a+b+1}},\qquad V_{ab}=(-1)^b\sum_m c_{ab}(m)\,Q^A_{am}Q^B_{b,-m}, \]
\[ c_{ab}(m)=\frac{(a+b)!}{\sqrt{(a+m)!(a-m)!(b+m)!(b-m)!}} . \]

\(Q_{00}\) is the net charge, so neutrality removes \(a=0\) and \(b=0\). The formula, higher ranks included, was tested against Taylor coefficients extracted numerically from the four Coulomb terms of two hydrogen atoms for all \(a+b\le5\). Because the condition \(d<R\) fails in the tails of the wave function, the series in \(1/R\) is to be read as a large-\(R\) expansion, term by term.

**Q.** \(V\) has odd and even powers alike. Why should the energy sort them?

**A.** Because of parity. Let \(\lambda=1/R\) and let \(P\) invert the electrons of each atom through their own nucleus. \(P\) commutes with \(H_0=H_A+H_B\) and multiplies \(V_{ab}\) by \((-1)^{a+b}\), so

\[ PV(\lambda)P=\sum(-1)^{a+b}\lambda^{a+b+1}V_{ab}=-V(-\lambda). \]

The nondegenerate state \(|0\rangle\) is an eigenstate of \(P\), so conjugating \(V\) with \(P\) leaves every perturbation energy unchanged. The \(n\)th-order energy is homogeneous of degree \(n\) in \(V\). Therefore

\[ E^{(n)}(-\lambda)=E^{(n)}[-PV(\lambda)P]=(-1)^nE^{(n)}(\lambda). \]

Even orders contain only even powers of \(1/R\), odd orders only odd powers. First order vanishes: \(\langle S|Q_{lm}|S\rangle=0\) for \(l\ge1\), because a spherical charge density has no multipoles. Fifth and higher orders contain at least five factors of \(V\), each at least \(R^{-3}\), and cannot start before \(R^{-15}\). Below \(R^{-15}\) third order is the only source of odd powers. Equivalently, reversing the sign of \(V\), as by reversing all the charges of atom B, keeps \(C_6,C_8,C_{10}\) and flips the odd terms.

**Q.** Three dipole-dipole factors give \(R^{-9}\). That is third order and odd.

**A.** Its coefficient is zero. First the third-order formula. Let \(G=\sum_{k\ne0}|k\rangle\langle k|/(E_k-E_0)\), a positive operator for ground-state atoms. With intermediate normalization and \(E^{(1)}=0\), the order-by-order equations give \(\psi_1=-GV|0\rangle\) and \(\psi_2=-GV\psi_1\); the term \(E^{(2)}|0\rangle\) is removed by \(G\). Then

\[ E^{(3)}=\langle0|V|\psi_2\rangle=+\langle0|VGVGV|0\rangle . \]

Insert \(V_{a_3b_3}\), \(V_{a_2b_2}\), \(V_{a_1b_1}\), slot 1 being the rightmost. \(G\) conserves the angular momentum and the parity of each atom separately. On atom A the first factor takes \(L=0\) to \(L=a_1\), the last needs \(L=a_3\) to return to \(L=0\), and the middle one must connect these, so \(|a_1-a_3|\le a_2\le a_1+a_3\). The atomic S state has a definite parity to which it must return, so \(a_1+a_2+a_3\) is even. The set \(\{1,1,1\}\) satisfies the triangle rule but has an odd sum. All ranks are at least 1, so the smallest even sum is 4, reached by \(\{1,1,2\}\) alone, and this set satisfies the triangle rule. The same holds on B. The power is \(\sum(a_i+b_i+1)=4+4+3=11\). Both atoms have \(L\ge1\) in both intermediate states, so for ground-state atoms no denominator vanishes.

**Q.** So the term is dipole, quadrupole, dipole: \(V_{11}GV_{22}GV_{11}\).

**A.** That is one of nine terms. Each atom supplies two dipoles and one quadrupole, and the quadrupole may sit in slot \(p\) on A and slot \(q\) on B independently. The three cases \(p=q\) are orderings of \(V_{11}V_{11}V_{22}\), which I call aligned. The six cases \(p\ne q\) are orderings of \(V_{11}V_{12}V_{21}\), which I call crossed. The name dipole-quadrupole-dipole is accurate for the set of ranks on each atom, and the sum runs over all positions.

**Q.** Nine orderings, each with intermediate sums over magnetic quantum numbers. How do the angular factors come out?

**A.** For one-electron atoms they do not depend on the ordering. Write \(|0\rangle=u_0(r_1)u_0(r_2)/(4\pi r_1r_2)\). The function \(C_{am}(\hat r_1)C_{b,-m}(\hat r_2)\) has pure angular momenta \(a\) and \(b\), so \(G\) leaves it alone and acts on the radial part:

\[ G\,r_1^ar_2^bC_{am}C_{b,-m}|0\rangle=\frac{F_{ab}(r_1,r_2)}{4\pi r_1r_2}C_{am}C_{b,-m}, \]
\[ (h_a+h_b-E_0)F_{ab}=r_1^ar_2^b\,u_0(r_1)u_0(r_2), \]

with \(h_l=-\tfrac12\partial_r^2+l(l+1)/2r^2+U(r)\); for hydrogen \(U=-1/r\), \(u_0=2re^{-r}\), \(E_0=-1\) hartree. Let the left \(G\) act to the left in the same way. Each term becomes a radial integral \(\iint F_{a_3b_3}r_1^{a_2}r_2^{b_2}F_{a_1b_1}\,dr_1dr_2\) times, for each atom, the sphere average of three commuting functions \(C\). Define \(t(m,m')=\langle C_{1m}C_{1m'}C_{2,-m-m'}\rangle\). From \(\langle c^2\rangle=\tfrac13\), \(\langle c^4\rangle=\tfrac15\) follow \(\langle c^2P_2\rangle=\tfrac12(\tfrac35-\tfrac13)=\tfrac2{15}\), \(\langle s^2P_2\rangle=-\tfrac2{15}\), \(\langle s^2c^2\rangle=\tfrac2{15}\), \(\langle s^4\rangle=1-\tfrac23+\tfrac15=\tfrac8{15}\). Then

\[ t(0,0)=\tfrac{2}{15},\qquad t(1,-1)=\langle-\tfrac12s^2P_2\rangle=\tfrac1{15}, \]
\[ t(1,0)=-\tfrac1{\sqrt2}\sqrt{\tfrac32}\langle s^2c^2\rangle=-\tfrac{\sqrt3}{15},\qquad t(1,1)=\tfrac12\sqrt{\tfrac38}\langle s^4\rangle=\tfrac{\sqrt6}{15}. \]

The function \(t\) is symmetric in its arguments, and \(t(-m,-m')=t(m,m')\), because \(C_{l,-m}=(-1)^mC_{lm}^*\), the three phases multiply to 1, and \(t\) is real.

The overall sign is \(+\): six electron charges give \((-1)^6\), and \((-1)^{b_1+b_2+b_3}=(-1)^4\). The couplings for \(|m|=0,1,2\) are \(c_{11}=2,1\); \(c_{22}=24/[(2+m)!(2-m)!]=6,4,1\); \(c_{12}=c_{21}=6/2=3\) and \(6/\sqrt{12}=\sqrt3\).

In the aligned case both atoms carry their dipoles in the same two factors, so each term is \(c_{11}(m_1)c_{11}(m_2)c_{22}(m_1+m_2)\,t(m_1,m_2)^2\). In units of \(1/225\):

- \((0,0)\): \(2\cdot2\cdot6\cdot4=96\)
- \((1,-1),(-1,1)\): \(2\times1\cdot1\cdot6\cdot1=12\)
- \((\pm1,0),(0,\pm1)\): \(4\times2\cdot1\cdot4\cdot3=96\)
- \((1,1),(-1,-1)\): \(2\times1\cdot1\cdot1\cdot6=12\)

The sum is \(216/225=24/25\).

In the crossed case let \(m_1,m_2,m_3\) belong to \(V_{11},V_{12},V_{21}\), with \(m_1+m_2+m_3=0\) and all \(|m_i|\le1\). Atom A has dipoles \(m_1,m_2\), atom B has dipoles \(-m_1,-m_3\), so each term is \(c_{11}(m_1)c_{12}(m_2)c_{21}(m_3)\,t(m_1,m_2)\,t(m_1,m_3)\):

- \((0,0,0)\): \(2\cdot3\cdot3\cdot2\cdot2=72\)
- \(\pm(0,1,-1)\): \(2\times2\cdot\sqrt3\cdot\sqrt3\cdot(-\sqrt3)(-\sqrt3)=36\)
- \(\pm(1,-1,0)\): \(2\times1\cdot\sqrt3\cdot3\cdot1\cdot(-\sqrt3)=-18\)
- \(\pm(1,0,-1)\): \(2\times1\cdot3\cdot\sqrt3\cdot(-\sqrt3)\cdot1=-18\)

The sum is \(72/225=8/25\). As a test, the numerically extracted Coulomb coefficients were multiplied in threes and averaged over both spheres: among all triples up to \(R^{-12}\) these two alone survive, with averages 0.96 and 0.32.

**Q.** And the radial parts of the nine orderings?

**A.** Call them \(S_{pq}\). Reading a term backwards exchanges slots 1 and 3 and leaves a real integral unchanged, and for identical atoms relabelling \(r_1\leftrightarrow r_2\) exchanges \(p\) and \(q\), with \(F_{12}(r_1,r_2)=F_{21}(r_2,r_1)\). So \(S_{33}=S_{11}\), \(S_{31}=S_{13}\), and \(S_{12}=S_{21}=S_{32}=S_{23}\). Four integrals remain:

\[ S_{22}=\iint F_{11}r_1^2r_2^2F_{11},\qquad S_{11}=\iint F_{11}\,r_1r_2\,F_{22}, \]
\[ S_{12}=\iint F_{11}\,r_1r_2^2\,F_{21},\qquad S_{13}=\iint F_{12}\,r_1r_2\,F_{21}. \]

In \(S_{12}\), for instance, \(V_{21}\) acts first and produces \(F_{21}\), \(V_{12}\) supplies \(r_1r_2^2\), and \(V_{11}\) closes the chain. Collecting,

\[ W_{11}=\tfrac{24}{25}\,(S_{22}+2S_{11})+\tfrac{8}{25}\,(4S_{12}+2S_{13}). \]

The \(S_{22}\) term is the mean quadrupole-quadrupole energy in the dipole-correlated function \(GV_{11}|0\rangle\) that also produces \(C_6\). For many-electron S atoms the counting and the ratio 3:1 carry over. For fixed intermediate multiplets the sum over their \(M\) values is a rotationally invariant trilinear form in the indices of ranks 1, 1, 2. There is one such invariant, so the form is proportional to \(t\), and products of reduced matrix elements replace the radial integrals.

**Q.** Second order is negative because \(G\) is positive. \(VGVGV\) has no such form. Why should it be repulsive?

**A.** Positivity of \(G\) as an operator is not enough, and I use positivity of its kernel. \(S_{22}>0\) by inspection, its integrand being a square times \(r_1^2r_2^2\). For the others, the centrifugal term lifts the spectrum of \(h_a+h_b\) with \(a,b\ge1\) above the ground energy \(E_0\); in hydrogen the lowest levels of \(h_1,h_2\) are \(-\tfrac18,-\tfrac1{18}\) hartree. Hence

\[ (h_a+h_b-E_0)^{-1}=\int_0^\infty e^{\tau E_0}e^{-\tau h_a}e^{-\tau h_b}\,d\tau \]

converges. By the Trotter product formula \(e^{-\tau h_l}\) is a limit of products of positive multiplications, the exponentials of the local potential, and free kernels on the half-line that vanish at \(r=0\),

\[ (2\pi\epsilon)^{-1/2}\left[e^{-(r-r')^2/2\epsilon}-e^{-(r+r')^2/2\epsilon}\right], \]

which are positive for \(r,r'>0\). The kernel is thus non-negative. If \(u_0\) has no node the sources are positive, so \(F_{ab}\ge0\), every \(S_{pq}\ge0\), and with both angular factors positive \(W_{11}\ge\tfrac{24}{25}S_{22}>0\). This holds for one-electron atoms with a local central potential in the nodeless ground state. A valence orbital with nodes, a nonlocal potential or several electrons break the argument, and the sign must then be computed. For hydrogen, finite-difference solutions \(F_{11},F_{21},F_{22}\) were tested to be strictly positive at all grid points inside 15 bohr.

Within the Coulomb model without exchange, the first odd power between two neutral S-state atoms is \(R^{-11}\), from third order, with a coefficient given by four radial integrals for identical one-electron atoms and positive for hydrogen. It remains to show what neutrality contributes, to compute and test the hydrogen value, and to compare the term with its neighbours and with the effects the model leaves out.
